\section*{Why a metal monolayer can deposit positive of its bulk potential}

\section{A deposit that appears too early}

A silver electrode stands in a dilute solution of a lead salt, and its potential is slowly made more negative. Bulk lead can grow once the potential falls below the reversible potential of lead in that solution. Yet a pulse of cathodic current passes before that point, and its charge corresponds to about one atomic layer of lead. The current then stops, and it resumes when the bulk potential is passed. This is underpotential deposition. Atomic-layer plating uses it to meter out one layer, which a nobler metal can then displace.

There is no conflict with thermodynamics. The bulk reversible potential describes equilibrium between ions and atoms \emph{in bulk metal}. An atom lying on a foreign surface has different neighbours, hence a different energy, hence a different equilibrium potential. The task is to express this difference through bond energies, and then to weigh what such an account leaves out.

\section{What the potential does to a metal atom}

The reaction is
\begin{equation}
M^{z+}+z\,e^-\rightleftharpoons M .
\end{equation}
The ion is taken to be fully discharged. Let $E$ be the electrode potential on the hydrogen scale (SHE) and $e>0$ the elementary charge. Raising $E$ lowers the energy of an electron in the electrode, so the chemical potentials of electron and ion are
\begin{equation}
\mu_e=\mu_e^0-eE,\qquad \mu_{\rm ion}=\mu_{\rm ion}^0+kT\ln a ,
\end{equation}
where $a$ is the ion activity. One ion and $z$ electrons together supply one metal atom at the chemical potential
\begin{equation}
\mu_M(E)=\mu_{\rm ion}+z\mu_e=g+kT\ln a-zeE,\qquad g=\mu_{\rm ion}^0+z\mu_e^0. \label{mu}
\end{equation}
Here $\mu_M$ is measured from the energy of a free atom at rest. The constant $g$ contains the ionization energy, the solvation of the ion and the choice of reference electrode. A more positive electrode offers atoms at a lower $\mu_M$, so a deposit that survives there must bind its atoms more strongly.

\section{The bulk contribution}

Let $\varepsilon_{\rm coh}>0$ be the cohesive energy, the energy needed per atom to take bulk metal apart into free atoms. Neglecting entropy, an atom in the bulk has chemical potential $-\varepsilon_{\rm coh}$. Equilibrium with the solution defines $E_{\rm bulk}$:
\begin{equation}
g+kT\ln a-zeE_{\rm bulk}=-\varepsilon_{\rm coh}. \label{bulk}
\end{equation}
Subtracting (\ref{bulk}) from (\ref{mu}) removes $g$ and the activity:
\begin{equation}
\mu_M(E)=-\varepsilon_{\rm coh}-ze(E-E_{\rm bulk}). \label{res}
\end{equation}
The solvation energy of the ion, though large, has dropped out, because both deposits draw on the same ion.

\section{The complete layer}

Let $N$ atoms form a complete layer. Its binding energy per atom is defined by
\begin{equation}
\varepsilon_b=\frac{U_{\rm bare}+N\,U_{\rm free\ atom}-U_{\rm covered}}{N},
\end{equation}
where each $U$ is a total energy. This average includes the bonds between adatoms as well as those to the substrate.

An electrode that exchanges atoms with a reservoir minimizes $U-\mu_M N$ when entropy is neglected. Forming the layer changes this quantity, per atom, by
\begin{align}
\Delta\omega&=-\varepsilon_b-\mu_M(E)\nonumber\\
&=-\varepsilon_b+\varepsilon_{\rm coh}+ze(E-E_{\rm bulk}),
\end{align}
where the second line uses (\ref{res}). The layer is in equilibrium with the bare surface when $\Delta\omega=0$. Calling that potential $E_{\rm layer}$ and solving for it gives
\begin{equation}
\boxed{\;\Delta E\equiv E_{\rm layer}-E_{\rm bulk}=\frac{\varepsilon_b-\varepsilon_{\rm coh}}{ze}\;} \label{main}
\end{equation}
With energies in eV, division by $z$ gives volts. The shift is positive if and only if an atom is bound more strongly in the layer than in its own bulk.

Inserting (\ref{main}) back gives $\Delta\omega=ze(E-E_{\rm layer})$. For bulk growth the corresponding change is $-\varepsilon_{\rm coh}-\mu_M=ze(E-E_{\rm bulk})$. In the window $E_{\rm bulk}<E<E_{\rm layer}$ the first is negative and the second positive: the complete layer is more stable than the bare surface, and bulk metal dissolves. Partly filled layers are not yet considered; they matter when adatoms repel each other, as shown below. If $\varepsilon_b<\varepsilon_{\rm coh}$ there is no such window for a complete layer: on lowering the potential, bulk crystals become stable before the complete layer becomes more stable than the bare surface.

\section{Separating substrate and lateral bonds}

To see what makes up $\varepsilon_b$, consider a lattice gas. Each site of a triangular lattice is empty ($n_i=0$) or filled ($n_i=1$). An adatom gains $\varepsilon_S$ from the substrate, and each pair of neighbouring adatoms gains $w$:
\begin{equation}
U-\mu_MN=-(\varepsilon_S+\mu_M)\sum_i n_i-w\sum_{\langle ij\rangle}n_in_j . \label{gas}
\end{equation}
In a full layer each atom has six lateral neighbours. Each bond is shared by two atoms, so there are three bonds per atom and
\begin{equation}
\varepsilon_b=\varepsilon_S+3w . \label{eb}
\end{equation}

Three different binding energies occur here. The first atom on an empty surface gains $\varepsilon_S$. An atom filling the last vacancy gains $\varepsilon_S+6w$, since it completes six bonds. The average over the layer is $\varepsilon_S+3w$. To show that the average fixes the transition even at finite temperature, describe the layer by its vacancies, $m_i=1-n_i$. For $N$ sites with $3N$ neighbour pairs,
\begin{align}
\sum_{\langle ij\rangle}n_in_j&=\sum_{\langle ij\rangle}(1-m_i-m_j+m_im_j)\nonumber\\
&=3N-6\sum_i m_i+\sum_{\langle ij\rangle}m_im_j,
\end{align}
because each site belongs to six pairs. Equation (\ref{gas}) becomes
\begin{equation}
U-\mu_MN={\rm const}+(\varepsilon_S+\mu_M+6w)\sum_i m_i-w\sum_{\langle ij\rangle}m_im_j .
\end{equation}
Vacancies obey the same law as atoms when the coefficients of the single sums agree:
\begin{equation}
\varepsilon_S+\mu_M+6w=-(\varepsilon_S+\mu_M)
\;\Longrightarrow\;\mu_M=-(\varepsilon_S+3w)=-\varepsilon_b .
\end{equation}
At that point the mean numbers of atoms and vacancies on a finite periodic patch are equal, so the coverage is one half at any temperature. This is the condition $\Delta\omega=0$ again.

The result was tested by summing over all $2^{16}$ fillings of a periodic patch of 16 sites, with $\varepsilon_{\rm coh}=2.0$ eV and $w=0.333$ eV. The cases combined $\varepsilon_S=0.6$, 1.0, 1.3 and 1.6 eV with $z=1$ and 2, $a=1$ and $10^{-3}$, and $T=298.15$ and 350 K. In each, the half-coverage potential minus the bulk potential agreed with (\ref{main}) to within $10^{-7}$ V.

The sign and strength of $w$ decide whether this midpoint is a sharp step. With attraction much stronger than $kT$, partly filled layers pay for broken bonds, and the layer fills almost at once. With repulsion, $w<0$, a simple mean-field estimate shows the other case. For randomly placed atoms at coverage $\theta$ the energy per site is $u=-\varepsilon_S\theta-3w\theta^2$, so the next atom is bound by
\begin{equation}
-\frac{du}{d\theta}=\varepsilon_S+6w\theta .
\end{equation}
This binding falls as the layer fills. When $6|w|$ is well above $kT$, deposition spreads over a potential range of about $6|w|/(ze)$, and (\ref{main}) marks its middle and not its completion. Random placement is a poor assumption once $|w|$ is several $kT$: on the triangular lattice the adatoms then order, and the coverage passes through plateaus near $1/3$ and $2/3$ within this range.

\section{The zero of the scale: a metal on itself}

A layer of $M$ on a crystal of $M$ should show no shift. Consider a slab of $L$ atomic planes, thick enough that its two surfaces do not influence each other. Its energy per surface site is
\begin{equation}
u(L)=-L\,\varepsilon_{\rm coh}+2u_s,
\end{equation}
where $u_s$ is the energy cost of one surface. Adding a complete plane in its bulk position gives
\begin{equation}
\varepsilon_b=u(L)-u(L+1)=\varepsilon_{\rm coh},
\end{equation}
and hence $\Delta E=0$. The new plane covers one surface and provides another just like it, so $u_s$ cancels. Pairwise bonding is not assumed. A test used a many-body energy, with a pair repulsion and a square-root attraction reaching about three atomic spacings. The layer binding from slabs of 12 and 13 planes, divided by the cohesive energy of a separately constructed bulk lattice, was 1.000000.

Nearest-neighbour bonds make the cancellation visible. A bulk atom in a close-packed metal has 12 neighbours, so $\varepsilon_{\rm coh}=6w$. An atom in the top plane has six lateral neighbours, giving $3w$ per atom, and three below, giving another $3w$. The total is again $6w$. Using the isolated adatom in place of the layer would give $(3w-6w)/(ze)$, a negative shift for a metal on itself. The three lateral bonds per atom must therefore be counted.

On a foreign substrate, (\ref{main}) and (\ref{eb}) give in this bond model
\begin{equation}
\Delta E=\frac{\varepsilon_S+3w-6w}{ze}=\frac{\varepsilon_S-3w}{ze}. \label{sub}
\end{equation}
The lateral bonds are common to both layers and cancel. What remains is a comparison of surfaces: the foreign substrate must hold the layer more strongly than the metal's own surface would.

The same equation explains why deposition stops after one layer. A second layer rests on $M$, so its substrate energy is $3w$ and its shift is zero. Longer-ranged forces, or strain in the first layer, can give the second layer a small shift of its own; the nearest-neighbour model leaves these out.

\section{Weighing the bonds in an example}

Take lead, $z=2$, at 298.15 K and $a=10^{-3}$, with a rough cohesive energy of 2.0 eV. Then $w=2.0/6=0.333$ eV. The substrate energy $\varepsilon_S=1.3$ eV is chosen to place the model in the regime of lead on silver. The layer binding is
\begin{equation}
\varepsilon_b=1.3+3(0.333)=2.3\ \text{eV},
\end{equation}
and the shift is
\begin{equation}
\Delta E=\frac{2.3-2.0}{2}\ \text{V}=0.15\ \text{V}.
\end{equation}
Split into its parts, this is $+0.65$ V from the substrate, $+0.50$ V from lateral bonds and $-1.00$ V from the bulk bonds forgone. A modest shift is left over from much larger terms. An error of 0.1 eV in $\varepsilon_b$ or $\varepsilon_{\rm coh}$, with the other held fixed, moves it by 50 mV, one third of its value.

Leaving out the lateral bonds would give $(1.3-2.0)/2=-0.35$ V, which has the wrong sign. In this pair model a single atom on the substrate is bound less strongly than in the bulk, but a complete layer is bound more strongly. The size of this contrast belongs to pair counting and not to lead. In a metal an atom with few neighbours binds each of them more strongly: a many-body potential for lead with a cohesive energy of 2.03 eV binds a relaxed adatom on close-packed lead by about 1.7 eV rather than $3w=1.0$ eV, which leaves about 0.3 eV for the lateral part. With a lateral part of that size and the same $\varepsilon_b$, the isolated-atom estimate would be close to zero.

For the potentials themselves, take $g=-2.25$ eV, a rough value for lead. With $kT=0.0257$ eV, $kT\ln a=-0.177$ eV, and (\ref{bulk}) gives
\begin{equation}
E_{\rm bulk}=\frac{-2.25-0.177+2.0}{2}\ \text{V}=-0.214\ \text{V},
\end{equation}
so that $E_{\rm layer}=-0.214+0.150=-0.064$ V. In this bond-energy model, changing the activity moves both potentials by the same amount.

In the 16-site patch the equilibrium coverage is 1.000 at 20 mV negative of $E_{\rm layer}$ and 0.000 at 20 mV positive of it. In the pair model one lateral bond is worth about $13\,kT$, so the patch is nearly always either full or empty. Its two states differ by $16\,ze(E-E_{\rm layer})$, which makes the width of the step depend on the patch size; it is not a prediction for a real electrode.

The charge follows from geometry. In a close-packed plane with spacing $d$ each atom occupies an area $\sqrt3\,d^2/2$. For $d=0.35$ nm,
\begin{equation}
q=\frac{2ze}{\sqrt3\,d^2}=302\ \mu\text{C/cm}^2,
\end{equation}
which corresponds to $9.43\times10^{14}$ atoms/cm$^2$.

\section{Weighing what was neglected}

Suppose an omitted effect raises the free energy of the layer by $\delta f$ per adatom, relative to the bare surface and bulk metal. Then $\Delta\omega=ze(E-E_{\rm layer})+\delta f$, and the transition moves by
\begin{equation}
\delta E=-\frac{\delta f}{ze}. \label{corr}
\end{equation}
An effect that favours the layer increases the shift.

\subsection{Vibrational entropy}

Treat each atom as three harmonic oscillators of frequency $\nu$, with $\Theta=h\nu/k$. Their free energy is
\begin{equation}
f=3kT\ln\!\left[2\sinh\frac{\Theta}{2T}\right]\approx3kT\ln\frac{\Theta}{T}\qquad(\Theta\ll T),
\end{equation}
since $\sinh x\approx x$ for small $x$. If all adatom frequencies are $s$ times those of the bulk, (\ref{corr}) gives
\begin{equation}
\delta E\approx-\frac{3kT}{ze}\ln s .
\end{equation}
For $s=1.5$ this is $-15.6$ mV. The full expression with a rough $\Theta=75$ K for the bulk gives $-15.8$ mV. Stiffer bonds leave the atoms less room to move, which costs entropy and lowers the shift. Softer vibrations would raise it. The ratio $s=1.5$ is an assumed value, and the estimate counts the adatoms alone, although covering the surface also changes the vibrations of the substrate atoms beneath. For a metal on itself with nearest-neighbour springs the top plane has $s\approx0.84$, for which the formula gives about $+7$ mV; the stiffening of the planes it covers cancels this, and the shift stays zero.

\subsection{Charging of the double layer}

The bare and covered surfaces have different potentials of zero charge $E_z$. With constant capacitance $C$, the surface charge is $\sigma=C(E-E_z)$. The Lippmann relation $d\gamma/dE=-\sigma$ then gives the charging part of the interfacial free energy per area,
\begin{equation}
\gamma=-\int_{E_z}^{E}C(E'-E_z)\,dE'=-\tfrac12C(E-E_z)^2 .
\end{equation}
The free-energy change per adatom is $\delta f=(\gamma_{\rm cov}-\gamma_{\rm bare})\,ze/q$, because $q/(ze)$ is the number of adatoms per area. Thus
\begin{equation}
\delta E=\frac{C}{2q}\left[(E-E_{z,\rm cov})^2-(E-E_{z,\rm bare})^2\right].
\end{equation}
Take rough values $C=25\ \mu$F/cm$^2$, $E_{z,\rm bare}=-0.45$ V and $E_{z,\rm cov}=-0.65$ V. Evaluated at $E_{\rm layer}=-0.064$ V,
\begin{equation}
\delta E=\frac{25}{2(302)}\left[0.586^2-0.386^2\right]\text{V}=8.0\ \text{mV}.
\end{equation}
Solving with $E$ at the shifted transition gives 8.2 mV. With equal capacitances the covered surface, lying further from its zero-charge potential, stores more charge and is stabilized by it. If the bare surface has the larger capacitance the correction shrinks, and it changes sign when the ratio exceeds $(0.586/0.386)^2\approx2.3$.

At fixed potential the covered surface is also more positive by $C(E_{z,\rm bare}-E_{z,\rm cov})=5\ \mu$C/cm$^2$. The cathodic charge passed is smaller than $q$ by this amount, a correction of under two per cent. This too rests on equal capacitances: the sign reverses if the bare surface has more than about $0.586/0.386\approx1.5$ times the capacitance of the covered one.

\subsection{Water and anions}

Water binds differently to the two surfaces. A difference of 0.10 eV per adatom, an assumed size, changes the shift by $0.10/2$ V, or 50 mV, in either direction.

Anions held by the bare surface may have to leave when the layer forms. If 0.3 anions are lost per adatom, each bound by 0.3 eV, then $\delta f=0.09$ eV and $\delta E=-45$ mV. If anions bind more strongly to the covered surface, the correction is positive. Anion binding also depends on potential; here it is held fixed.

\subsection{The balance}

The magnitudes add up to 119 mV, or 0.79 of the bond-energy shift. With the signs assumed here, and water taken either way, simple addition puts the corrected shift between about 0.05 and 0.15 V. It stays positive for these inputs, but this range is not a bound. Bond energies explain why a positive shift can occur and give its scale. A reliable magnitude needs the interface with the solution as well.

\section{Beside the real system}

For lead on close-packed silver the observed shift is roughly 0.1 to 0.2 V. The model's 0.15 V lies there because $\varepsilon_S$ was chosen accordingly, so the agreement is no evidence for the model. The cohesive energy, spacing and capacitance are rough typical values. Silver atoms are more closely spaced than lead atoms, so the lead layer does not sit on equivalent sites, and $\varepsilon_S$ must be read as an average over positions. Metallic bonds are not pairwise either, which makes the split into $\varepsilon_S$ and $3w$ only schematic, with the lateral part overstated; (\ref{main}) needs their sum alone. The bond model also assumes that the effects of solvent and anions cancel between the bare and covered surfaces; with the sizes assumed above, each moves the result by about 50 mV.

For the model bath, a potential between $-0.214$ and $-0.064$ V favours one layer and no bulk lead. At 50 mV positive of $E_{\rm bulk}$ the calculated coverage is 1.000. Using such a window in a process requires that the layer has time to form, that the ion activity at the surface is maintained, and that lead does not alloy with the substrate. Equilibrium fixes where the layer is stable; it does not give the rate at which the layer grows. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 298.15 K
Ion charge z: 2
Ion activity: 1e-03
Ion energy term g_ion at 0 V SHE: -2.25 eV
Neighbours in bulk: 12
Neighbours in layer plane: 6
Neighbours in plane below: 3
Many-body own-layer/cohesive ratio: 1.000000
Cohesive energy: 2.000 eV
Energy per M-M bond: 0.333 eV
Substrate energy per adatom: 1.300 eV
Lateral energy per adatom: 1.000 eV
Full-layer binding energy: 2.300 eV
Binding minus cohesive energy: 0.300 eV
Bulk potential: -0.214 V SHE
Layer potential, enumeration: -0.064 V SHE
Shift, enumeration: 0.150 V
Shift, energy formula: 0.150 V
Wrong shift from isolated adatom: -0.350 V
Coverage 20 mV negative of layer potential: 1.000
Coverage 20 mV positive of layer potential: 0.000
Coverage 50 mV positive of bulk potential: 1.000
Atom spacing: 0.35 nm
Layer density: 9.426e+14 atoms/cm2
Monolayer charge: 302 uC/cm2
Shift error per 0.1 eV energy error: 50 mV
Bulk Einstein temperature: 75 K
Adatom frequency ratio, all modes: 1.5
Vibrational correction: -15.8 mV
Classical vibrational estimate: -15.6 mV
Double-layer capacitance: 25 uF/cm2
Zero-charge potential, bare: -0.45 V SHE
Zero-charge potential, covered: -0.65 V SHE
Double-layer correction: +8.2 mV
First-order double-layer value: +8.0 mV
Water-binding change: 0.10 eV per adatom
Water correction, either sign: 50 mV
Anions lost per adatom: 0.3
Binding energy per lost anion: 0.3 eV
Anion correction: -45 mV
Sum of correction magnitudes: 119 mV
That sum relative to the shift: 0.79
\end{verbatim}
